\section*{The McKinley-Feshbach correction from the second Born term of Coulomb scattering}

\section*{Setting}

A Dirac particle of energy $E$ and momentum $p$ scatters elastically from a fixed point nucleus of charge $Ze$. Units are $\hbar=c=m=1$, so $E^2=p^2+1$ and the speed is $\beta=p/E$. Recoil, nuclear size and radiative corrections are neglected. The Hamiltonian is $H=H_0+V$ with $H_0=-i\boldsymbol\alpha\cdot\nabla+\beta_D$. In the standard representation $\alpha_j$ has $\sigma_j$ in its off-diagonal blocks and $\beta_D=\mathrm{diag}(1,1,-1,-1)$; the four matrices anticommute and square to one. The potential is screened,
\begin{equation}
V(r)=-g\,\frac{e^{-\lambda r}}{r},
\end{equation}
with $g=+Z\alpha$ for an electron, and $\lambda\to0$ is taken at the end at fixed angle $\theta\neq0$. Notation: $s=\sin(\theta/2)$, $c=\cos(\theta/2)$, $q=|\mathbf p_f-\mathbf p_i|=2ps$, $\eta=g/\beta$.

\section*{(a) The Born terms}

\emph{Write the cross section as $|F|^2$ and find the terms of $F$ of order $g$ and $g^2$.}

\textbf{Solution.} Take plane waves $u\,e^{i\mathbf p\cdot\mathbf r}$ in unit volume, with $u^\dagger u=1$ and $(\boldsymbol\alpha\cdot\mathbf p+\beta_D)u=Eu$. The rate is $2\pi|T_{fi}|^2$ times the density of final states, $p^2(dp/dE)\,d\Omega/(2\pi)^3=pE\,d\Omega/(2\pi)^3$, and the flux is $p/E$. Hence
\begin{equation}
\frac{d\sigma}{d\Omega}=|F|^2,\qquad F=-\frac{E}{2\pi}T_{fi},\qquad T=V+V\frac{1}{E-H_0+i0}V+\dots
\end{equation}
The angular integral of $e^{-i\mathbf q\cdot\mathbf r}$ is $4\pi\sin(qr)/qr$, so
\begin{equation}
\tilde V(q)=-\frac{4\pi g}{q}\int_0^\infty e^{-\lambda r}\sin qr\,dr=-\frac{4\pi g}{q^2+\lambda^2},\qquad
F_1=\frac{2Eg}{q^2+\lambda^2}\,u_f^\dagger u_i .
\label{F1}
\end{equation}
On an intermediate plane wave $H_0$ becomes $h=\boldsymbol\alpha\cdot\mathbf k+\beta_D$, and anticommutation gives $h^2=k^2+1$. Therefore $(E-h)(E+h)=p^2-k^2$, and for $E>0$
\begin{equation}
\frac{1}{E-h+i0}=-\frac{E+\boldsymbol\alpha\cdot\mathbf k+\beta_D}{k^2-p^2-i0}.
\end{equation}
This contains intermediate states of both signs of energy. The Feynman prescription differs from $+i0$ in how it passes the negative-energy poles, which are not met at $E>0$, so the Feynman propagator gives the same matrix. The two minus signs, of $F$ and of the resolvent, cancel, and the numerical factor is $(4\pi)^2/[2\pi(2\pi)^3]=1/\pi^2$:
\begin{equation}
F_2=\frac{Eg^2}{\pi^2}\,u_f^\dagger\left[(E+\beta_D)I+\boldsymbol\alpha\cdot\mathbf J\right]u_i,\qquad
(I,\mathbf J)=\int\frac{d^3k\;(1,\mathbf k)}{a\,b\,(k^2-p^2-i0)},
\end{equation}
with $a=(\mathbf k-\mathbf p_i)^2+\lambda^2$ and $b=(\mathbf k-\mathbf p_f)^2+\lambda^2$. Both integrals converge at large $k$, where the denominator grows as $k^6$.

\section*{(b) Reduction to two spin structures}

\emph{Reduce $\mathbf J$ to one scalar and split $F_2$ into a part proportional to $u_f^\dagger u_i$ and a remainder.}

\textbf{Solution.} Reflection of $\mathbf k$ in the scattering plane leaves the denominator unchanged, so $\mathbf J$ lies in that plane. Because $|\mathbf p_i|=|\mathbf p_f|$, reflection in the plane through the origin normal to $\mathbf p_i-\mathbf p_f$ exchanges $a$ and $b$ and again leaves the denominator unchanged, so $\mathbf J$ has no component along $\mathbf p_i-\mathbf p_f$. Thus $\mathbf J=J\,(\mathbf p_i+\mathbf p_f)/2$. The spinor equations read $\boldsymbol\alpha\cdot\mathbf p_i\,u_i=(E-\beta_D)u_i$ and $u_f^\dagger\,\boldsymbol\alpha\cdot\mathbf p_f=u_f^\dagger(E-\beta_D)$, so $u_f^\dagger\boldsymbol\alpha\cdot\mathbf J\,u_i=J\,u_f^\dagger(E-\beta_D)u_i$. With $E+\beta_D=2E-(E-\beta_D)$,
\begin{equation}
F_2=\frac{Eg^2}{\pi^2}\left[2E\,I\;u_f^\dagger u_i-(I-J)\,u_f^\dagger(E-\beta_D)u_i\right].
\label{F2}
\end{equation}
The two structures are independent for $0<\theta<\pi$. With $u\propto(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/(E+1))$ and $X=(\boldsymbol\sigma\cdot\mathbf p_f)(\boldsymbol\sigma\cdot\mathbf p_i)/(E+1)^2$, one has $u_f^\dagger u_i\propto\chi_f^\dagger(1+X)\chi_i$ and $u_f^\dagger\beta_Du_i\propto\chi_f^\dagger(1-X)\chi_i$, and $X$ has the spin-dependent part $i\boldsymbol\sigma\cdot(\mathbf p_f\times\mathbf p_i)/(E+1)^2$ for $0<\theta<\pi$. At $\theta=\pi$ the remainder vanishes, since it equals a multiple of $u_f^\dagger\boldsymbol\alpha\cdot(\mathbf p_i+\mathbf p_f)u_i$.

\section*{(c) The scalar integral}

\emph{Reduce $I$ to a one-dimensional integral and find its real and imaginary parts for $\lambda\ll q,p$.}

\textbf{Solution.} One master integral serves throughout:
\begin{equation}
K(P;\Lambda_1,\Lambda_2)=\int\frac{d^3k}{[(\mathbf k-\mathbf P)^2+\Lambda_1^2]\,[k^2+\Lambda_2^2]} .
\end{equation}
By the transform in (\ref{F1}), $1/(k^2+\Lambda^2)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}e^{-\Lambda r}/4\pi r$ for $\mathrm{Re}\,\Lambda>0$. Insert this for both factors; the $k$ integral gives $(2\pi)^3\delta(\mathbf r+\mathbf r')$. With $A=\Lambda_1+\Lambda_2$,
\begin{equation}
K=\frac{(2\pi)^3}{(4\pi)^2}\,4\pi\int_0^\infty dr\,e^{-Ar}\,\frac{\sin Pr}{Pr}=\frac{2\pi^2}{P}\,W,\qquad
W=\frac{\ln(A+iP)-\ln(A-iP)}{2i}.
\label{K}
\end{equation}
To see this, note that $\int e^{-Ar}\sin(Pr)\,dr/r$ vanishes at $P=0$ and has $P$-derivative $\int e^{-Ar}\cos Pr\,dr=A/(A^2+P^2)$, and that $W$ has both properties. For $\mathrm{Re}\,A>0$ the logarithms are principal values, and for real $A$, $W=\arctan(P/A)$. Also $\partial W/\partial A=-P/(A^2+P^2)$. The propagator corresponds to $\Lambda_2=-ip+0$, since $(-ip+0)^2=-p^2-i0$.

Combine the potentials with $1/ab=\int_0^1dx\,[xa+(1-x)b]^{-2}$. Let $\mathbf P=x\mathbf p_i+(1-x)\mathbf p_f$. Then $P^2=p^2-2x(1-x)p^2(1-\cos\theta)=p^2-x(1-x)q^2$, and completing the square gives
\begin{equation}
xa+(1-x)b=(\mathbf k-\mathbf P)^2+\Lambda^2,\qquad \Lambda^2=\lambda^2+p^2-P^2=\lambda^2+x(1-x)q^2 .
\end{equation}
The squared denominator is produced by $-(2\Lambda)^{-1}\partial/\partial\Lambda$ acting on $K(P;\Lambda,-ip)$, which gives $\pi^2/[\Lambda(A^2+P^2)]$ with $A=\Lambda-ip$. Here $A^2+P^2=\Lambda^2-p^2+P^2-2ip\Lambda=\lambda^2-2ip\Lambda$, so
\begin{equation}
I=\pi^2\int_0^1\frac{dx}{\Lambda(\lambda^2-2ip\Lambda)}=\pi^2\int_0^1dx\,\frac{\lambda^2+2ip\Lambda}{\Lambda(\lambda^4+4p^2\Lambda^2)} .
\label{I}
\end{equation}
Since $\Lambda\ge\lambda$, dropping $\lambda^4$ changes the denominator by a fraction of at most $\lambda^2/4p^2$. Then $\mathrm{Im}\,I\simeq(\pi^2/2p)\int dx/\Lambda^2$ and $\mathrm{Re}\,I\simeq(\pi^2\lambda^2/4p^2)\int dx/\Lambda^3$. Put $x=\frac12+y$, so that $\Lambda^2=D^2-q^2y^2$ with $D^2=\lambda^2+q^2/4$ and $(D+q/2)(D-q/2)=\lambda^2$:
\begin{align}
\int\frac{dx}{\Lambda^2}&=\left[\frac{1}{2qD}\ln\frac{D+qy}{D-qy}\right]_{-1/2}^{1/2}=\frac{1}{qD}\ln\frac{(D+q/2)^2}{\lambda^2}\to\frac{2}{q^2}\ln\frac{q^2}{\lambda^2},\\
\int\frac{dx}{\Lambda^3}&=\left[\frac{y}{D^2\Lambda}\right]_{-1/2}^{1/2}=\frac{1}{D^2\lambda}\to\frac{4}{q^2\lambda}.
\end{align}
Therefore
\begin{equation}
I=\frac{i\pi^2}{pq^2}\ln\frac{q^2}{\lambda^2}+\frac{\pi^2\lambda}{p^2q^2}+O(\lambda^2\ln\lambda).
\label{Ilim}
\end{equation}
The divergent part is imaginary and the real part vanishes linearly in $\lambda$. The logarithm comes from $x\to0$ and $x\to1$, where $\mathbf P$ approaches $\mathbf p_f$ or $\mathbf p_i$: one of the two scatterings is a soft, nearly forward deflection in the far tail of the potential.

\section*{(d) The remainder}

\emph{Find $I-J$ as $\lambda\to0$.}

\textbf{Solution.} Adding the definitions, $a+b=2k^2+2p^2+2\lambda^2-2\mathbf k\cdot(\mathbf p_i+\mathbf p_f)$, or
\begin{equation}
\mathbf k\cdot(\mathbf p_i+\mathbf p_f)=(k^2-p^2)+(2p^2+\lambda^2)-\tfrac12(a+b).
\end{equation}
Divide by $ab(k^2-p^2-i0)$ and integrate. The left side is $J(\mathbf p_i+\mathbf p_f)^2/2=2p^2c^2J$. On the right the first term cancels the propagator and the last cancels one potential:
\begin{equation}
2p^2c^2J=M+(2p^2+\lambda^2)I-K_0,\qquad M=\int\frac{d^3k}{ab},\qquad K_0=\int\frac{d^3k}{a\,(k^2-p^2-i0)},
\end{equation}
where the integrals with $1/a$ and $1/b$ are equal by rotation. Shifting $\mathbf k$ by $\mathbf p_f$ shows $M=K(q;\lambda,\lambda)$, and $K_0=K(p;\lambda,-ip)$, for which $A+iP=\lambda$ and $A-iP=\lambda-2ip$:
\begin{align}
M&=\frac{2\pi^2}{q}\arctan\frac{q}{2\lambda}\to\frac{\pi^3}{q}=\frac{\pi^3}{2ps},\\
K_0&=\frac{i\pi^2}{p}\ln\left(1-\frac{2ip}{\lambda}\right)\to\frac{i\pi^2}{p}\left(\ln\frac{2p}{\lambda}-\frac{i\pi}{2}\right)=\frac{\pi^3}{2p}+\frac{i\pi^2}{p}\ln\frac{2p}{\lambda}.
\end{align}
Subtract from $2p^2c^2I$ and use $2p^2(1-c^2)=q^2/2$:
\begin{equation}
2p^2c^2(I-J)=-\left(\tfrac12q^2+\lambda^2\right)I-M+K_0 .
\label{IJexact}
\end{equation}
By (\ref{Ilim}) the first term tends to $-(i\pi^2/p)\ln(q/\lambda)$. Added to the imaginary part of $K_0$ it leaves $(i\pi^2/p)\ln(2p/q)=(i\pi^2/p)\ln(1/s)$, and $\lambda$ has cancelled. The real part is $(\pi^3/2p)(1-1/s)$. Hence
\begin{equation}
I-J\to\frac{\pi^2}{2p^3c^2}\left[-\frac{\pi}{2}\,\frac{1-s}{s}+i\ln\frac1s\right].
\label{IJ}
\end{equation}
Both terms stay finite at $s\to1$, because $c^2=(1-s)(1+s)$ and $\ln(1/s)\simeq1-s$.

\section*{(e) The cross section}

\emph{Find the unpolarized cross section through order $g^3$, and compare with a spinless particle.}

\textbf{Solution.} Through this order $|F|^2=|F_1|^2+2\,\mathrm{Re}(F_1^*F_2)$, averaged over initial and summed over final spins. The spin sum $\sum uu^\dagger$ projects on the eigenvalue $+E$ of $h$, whose eigenvalues are $\pm E$, so it is $\Pi=(E+\boldsymbol\alpha\cdot\mathbf p+\beta_D)/2E$. The traces needed are $\mathrm{Tr}\,1=4$, $\mathrm{Tr}\,\alpha_j\alpha_k=4\delta_{jk}$ and $\mathrm{Tr}\,\alpha_j=\mathrm{Tr}\,\beta_D=\mathrm{Tr}\,\alpha_j\beta_D=0$. Also $\mathrm{Tr}\,\alpha_j\alpha_k\beta_D=0$, because $\alpha_j\alpha_k$ has two equal diagonal blocks. With $1=E^2-p^2$,
\begin{equation}
\tfrac12\sum|u_f^\dagger u_i|^2=\tfrac12\mathrm{Tr}\,\Pi_i\Pi_f=\frac{E^2+1+p^2\cos\theta}{2E^2}=\frac{2E^2-2p^2s^2}{2E^2}=1-\beta^2s^2 .
\end{equation}
In $\mathrm{Tr}\,\Pi_i\Pi_f\beta_D$ the surviving terms take $E$ from one projector and $\beta_D$ from the other, giving $8E/4E^2$. With $1/E^2=1-\beta^2$,
\begin{equation}
\tfrac12\sum(u_f^\dagger u_i)^*\,u_f^\dagger(E-\beta_D)u_i=\tfrac12\mathrm{Tr}\,\Pi_i\Pi_f(E-\beta_D)=E(1-\beta^2s^2)-\frac1E=E\beta^2c^2 .
\end{equation}
Both sums are real, so the imaginary parts of $I$ and $I-J$ drop out. Divide by $\sigma_\lambda=[2Eg/(q^2+\lambda^2)]^2$. The interference carries the factor $2(Eg^2/\pi^2)(q^2+\lambda^2)/2Eg$, so it is
\begin{equation}
\Delta=\frac{g(q^2+\lambda^2)}{\pi^2}\left[2E\,\mathrm{Re}\,I\,(1-\beta^2s^2)-E\beta^2c^2\,\mathrm{Re}(I-J)\right].
\label{Delta}
\end{equation}
As $\lambda\to0$, $\mathrm{Re}\,I\to0$ and $\sigma_\lambda\to\sigma_R=g^2/(4p^2\beta^2s^4)$, the Rutherford cross section. Using (\ref{IJ}), $q^2=4p^2s^2$ and $E/p=1/\beta$,
\begin{equation}
\Delta\to\frac{4gp^2s^2}{\pi^2}\,E\beta^2\,\frac{\pi^3(1-s)}{4p^3s}=\pi g\beta\,s(1-s),
\end{equation}
\begin{equation}
R\equiv\frac{1}{\sigma_R}\frac{d\sigma}{d\Omega}=1-\beta^2s^2+\pi g\beta\,s(1-s)+O(g^2).
\label{MF}
\end{equation}
For $g=Z\alpha$ this is the McKinley-Feshbach formula. The correction is largest at $s=\frac12$, $\theta=60^\circ$, vanishes at $180^\circ$, and is proportional to $\beta$. At $\beta\to1$ its ratio to the leading term is $\pi gs/(1+s)$, which stays finite at backward angles where both terms vanish.

By (\ref{IJexact}), $M$ supplies $\pi g\beta s$ and $K_0$ supplies $-\pi g\beta s^2$. The first equals the whole correction for a spinless particle, where it comes from $V^2$. Apply $E-V+H_0$ to $(E-V-H_0)\psi=0$. Since $H_0^2=1-\nabla^2$ and $[H_0,-V]=i\boldsymbol\alpha\cdot\nabla V$,
\begin{equation}
\left[\nabla^2+p^2-2EV+V^2+i\boldsymbol\alpha\cdot(\nabla V)\right]\psi=0 .
\label{sq}
\end{equation}
Without the last term this is the Klein-Gordon equation, $(\nabla^2+p^2-U)\psi=0$ with $U=2EV-V^2$, whose Born amplitude is $-\tilde U(q)/4\pi+\dots$. The order $g$ is $2Eg/q^2$. The iteration of $2EV$ gives $(8\pi Eg)^2I/[4\pi(2\pi)^3]=2E^2g^2I/\pi^2$, imaginary in the limit. The transform of $V^2$ is the convolution $(4\pi g)^2M/(2\pi)^3$, which contributes $g^2M/2\pi^2=\pi g^2/2q$. Twice its ratio to $2Eg/q^2$ is $\pi gq/2E=\pi g\beta s$. So spin zero has $R=1+\pi g\beta s+O(g^2)$, and spin adds $-\beta^2s^2-\pi g\beta s^2$. The match with the $M$ term holds for the spin-averaged interference only. In the Dirac amplitude $M$ enters as $(g^2M/2\pi^2)\,E\,u_f^\dagger(E-\beta_D)u_i/(p^2c^2)$, which grows as $1/c$ at backward angles and is made finite by $K_0$, whereas the $V^2$ term of (\ref{sq}) projected on $u_f^\dagger$ gives $(g^2M/2\pi^2)\,u_f^\dagger u_i$.

The result needs $|g|\ll1$, and the correction, of order $g\beta$, stands above a remainder of order $g^2$ only for $|\eta|\ll1$; the remainder is not estimated here for slow particles. Small $\eta$ does not make $F_2$ small against $F_1$: their ratio is of size $|\eta|\ln(q^2/\lambda^2)$, and part (f) shows that this piece is a phase. It also needs $q\gg\lambda$, $q$ small against the inverse nuclear radius, and $p$ small against the nuclear mass.

\section*{(f) The infrared divergence}

\emph{What is the divergent term relative to $F_1$? Is it the start of an overall phase?}

\textbf{Solution.} The first term of (\ref{F2}) has the spin structure of $F_1$, and its ratio to $F_1$ is $gEq^2I/\pi^2$. By (\ref{Ilim}),
\begin{equation}
F_1+F_2=F_1\left[1+i\eta\ln\frac{q^2}{\lambda^2}\right]+\text{(finite remainder)} .
\label{phase}
\end{equation}
The $\lambda$ dependence, $-2i\eta\ln\lambda$, is independent of angle and spin, and cancels in $F_1^*F_2+F_1F_2^*$ for each spin component. The finite term $i\ln(1/s)$ of (\ref{IJ}) is different: it multiplies the other spin structure, so it is not a phase of $F_1$, and it left the unpolarized cross section because a trace was real.

Second order shows one term of a possible exponential. The higher orders follow from partial waves, labelled by $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. In (\ref{sq}) the centrifugal term, $V^2$ and $\nabla V$ are bounded by a constant times $r^{-2}$ or $\lambda e^{-\lambda r}/r$. Beyond a radius $r_0\gg1/p$ they change the phase of a radial wave by $O(1/pr_0)+O(\lambda/p)$ up to a logarithm. What remains is the local wave number $(p^2-2EV)^{1/2}=p+\eta e^{-\lambda r}/r+O(r^{-2})$. For $\lambda=0$ its integral grows as $\eta\ln r$, and the Coulomb phase is defined by the form $\sin(pr-l\pi/2+\eta\ln2pr+\delta^C_\kappa)$. Choose $1/p\ll r_0\ll1/\lambda$. Inside $r_0$ the potential differs from the Coulomb one by about $g\lambda$, a phase error $O(\eta\lambda r_0)$, so the extra phase at $r_0$ is $\delta^C_\kappa+\eta\ln2pr_0$. Outside it gains $\eta\int_{r_0}^\infty e^{-\lambda r}dr/r$. Integration by parts with $\int_0^\infty e^{-t}\ln t\,dt=-\gamma_E$ gives $-\ln\lambda r_0-\gamma_E+O(\lambda r_0)$ for this integral. The radius cancels:
\begin{equation}
\delta_\kappa(\lambda)\to\delta^C_\kappa+\eta\left(\ln\frac{2p}{\lambda}-\gamma_E\right)
\label{shift}
\end{equation}
for each fixed $\kappa$, without expansion in $g$, provided $|g|<1$ so that a regular Coulomb solution exists.

The amplitude is linear in $S_\kappa-1$, $S_\kappa=e^{2i\delta_\kappa}$, and the terms $-1$ rebuild the incident wave, which has support at $\theta=0$. Waves with $l\gtrsim p/\lambda$ do not obey (\ref{shift}), so their share must be bounded. From $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ with $\mu=\cos\theta$,
\begin{equation}
(1-\mu)\sum a_lP_l=\sum a_l'P_l,\qquad a_l'=a_l-\frac{l+1}{2l+3}a_{l+1}-\frac{l}{2l-1}a_{l-1}.
\label{red}
\end{equation}
For $a_l=(2l+1)S_l$ this is $a_l'=-(l+1)(S_{l+1}-S_l)+l(S_l-S_{l-1})\simeq-\partial_l(l\,\partial_lS)$. At large $l$ the semiclassical phase is $\eta\int_b^\infty e^{-\lambda r}(r^2-b^2)^{-1/2}dr$ with $b=l/p$, a function of $\lambda l/p$ alone that is logarithmic at small and decaying at large argument, so its $n$th $l$-derivative is $O(l^{-n})$ uniformly in $\lambda$. Each use of (\ref{red}) then lowers $a_l$ by $l^2$. After two uses the coefficients fall as $l^{-3}$, and at fixed $\theta\ne0$ the waves beyond $p/\lambda$ contribute $O(\lambda^2/p^2)$. At this semiclassical level of rigour,
\begin{equation}
F(\lambda)\to F^C\exp\left[2i\eta\left(\ln\frac{2p}{\lambda}-\gamma_E\right)\right].
\end{equation}
Its first-order term has the same $-2i\eta\ln\lambda$ as (\ref{phase}), and the difference $\eta\ln(q^2/\lambda^2)-2\eta[\ln(2p/\lambda)-\gamma_E]=\eta(\ln s^2+2\gamma_E)$ is free of $\lambda$. A consequence: $|F_2|^2$ contains $|F_1|^2\varphi^2$, where $\varphi=-2\eta\ln\lambda$ in units of any fixed momentum, and the term $-\frac12\varphi^2F_1$ of the third Born amplitude cancels it in $2\,\mathrm{Re}(F_1^*F_3)$. Keeping $|F_2|^2$ alone is inconsistent.

\section*{(g) Positrons}

\emph{Find the corresponding cross section for positrons.}

\textbf{Solution.} Let $C=\beta_D\alpha_2$. The matrices $\alpha_1,\alpha_3,\beta_D$ are real and $\alpha_2^*=-\alpha_2$. Moving $\alpha_1$ or $\alpha_3$ through $C$ costs two sign changes; moving $\alpha_2$ or $\beta_D$ costs one. Hence $C\alpha_j^*C^{-1}=\alpha_j$ for all $j$ and $C\beta_D^*C^{-1}=-\beta_D$. Since $H(V)^*=+i\boldsymbol\alpha^*\cdot\nabla+\beta_D^*+V$,
\begin{equation}
C\,H(V)^*C^{-1}=i\boldsymbol\alpha\cdot\nabla-\beta_D+V=-H(-V).
\end{equation}
Conjugating $i\partial_t\psi=H(V)\psi$ gives $-i\partial_t\psi^*=H(V)^*\psi^*$, so $\psi_c=C\psi^*$ obeys $i\partial_t\psi_c=H(-V)\psi_c$. A solution of energy $-E$, which describes a positron, maps to a solution of energy $+E$ in the potential $-V$. Parts (a) to (f) never used the sign of $g$, so they hold with $g=-Z\alpha$:
\begin{equation}
R_{e^\mp}=1-\beta^2s^2\pm\pi Z\alpha\beta\,s(1-s)+O(Z^2\alpha^2).
\end{equation}
$F_1$ is odd in $g$ and $F_2$ even, so $|F_1|^2$ is blind to the charge and the interference changes sign. The $V^2$ term of (\ref{sq}) is attractive for either charge: it adds to the attraction of the electron and opposes the repulsion of the positron. Because $R_{e^+}(g)=R_{e^-}(-g)$, the logarithm of $R_{e^-}/R_{e^+}$ is odd in $Z\alpha$, so the ratio predicted here has relative error $O(Z^3\alpha^3)$, one order smaller than that of each cross section.

\section*{(h) Numbers}

\emph{Evaluate the result for $1$ MeV kinetic energy on a point nucleus with $Z=13$, and compare with the unexpanded Coulomb problem, also for $Z=79$.}

\textbf{Solution.} With $mc^2=0.510999$ MeV, $E=1+1/0.510999=2.95695$, $p=\sqrt{E^2-1}=2.78273$, $\beta=0.94108$. With $1/\alpha=137.036$, $g=0.09487$ and $\eta=0.10081$. The unit of area is $(\hbar/mc)^2=1491.19$ barn.

At $90^\circ$, $s^2=c^2=\frac12$ and $q=3.93537$. Then $M=\pi^3/q=7.87888$, $\mathrm{Re}\,K_0=\pi^3/2p=5.57121$, and since $2p^2c^2=p^2$, $\mathrm{Re}(I-J)=(5.57121-7.87888)/2.78273^2=-0.29801$. The parts are $\pi g\beta s=0.19832$ and $-\pi g\beta s^2=-0.14023$, so $\Delta=0.05809$. With $1-\beta^2/2=0.55718$, $R_{e^-}=0.61527$ and $R_{e^+}=0.4991$. The Rutherford value is $1.3123\times10^{-3}\times1491.19=1.957$ barn/sr, giving $1.204$ barn/sr for electrons and $0.977$ barn/sr for positrons.

The reference values come from the Mott partial-wave series, which is used here as an input and not derived; parts (a) to (g) do not depend on it. It reads $d\sigma/d\Omega=|f|^2+|h|^2$ with
\begin{align}
2ipf&=\sum_l\left[(l+1)S_{-l-1}+lS_l\right]P_l,\qquad 2iph=\sum_{l\ge1}\left(S_l-S_{-l-1}\right)P_l^1,\\
S_\kappa&=\frac{\kappa-i\eta/E}{\gamma-i\eta}\,\frac{\Gamma(\gamma+1-i\eta)}{\Gamma(\gamma+1+i\eta)}\,e^{i\pi(l-\gamma)},\qquad\gamma=\sqrt{\kappa^2-g^2}.
\end{align}
The sums were taken to $l=200$ and reduced three times with (\ref{red}) and its analogue for $P_l^1$ (Yennie-Ravenhall-Wilson reduction).

\begin{center}
\begin{tabular}{cccccc}
$\theta$ & $\Delta$ & $R_{e^-}$ & Mott $e^-$ & $R_{e^+}$ & Mott $e^+$\\
$30^\circ$ & 0.0538 & 0.9945 & 1.0011 & 0.8869 & 0.8935\\
$60^\circ$ & 0.0701 & 0.8487 & 0.8612 & 0.7085 & 0.7191\\
$90^\circ$ & 0.0581 & 0.6153 & 0.6279 & 0.4991 & 0.5091\\
$120^\circ$ & 0.0325 & 0.3683 & 0.3769 & 0.3032 & 0.3098\\
$150^\circ$ & 0.0092 & 0.1829 & 0.1869 & 0.1645 & 0.1675
\end{tabular}
\end{center}

The formula lies below the Mott value for both charges at all five angles. At $90^\circ$ the shortfalls are $0.62794-0.61527=0.0127$ and $0.50913-0.49910=0.0100$, each $2.0\%$ of the Mott value. Their mean, $0.01135$, is even in $g$ and equals about $1.3g^2$, with $g^2=0.0090$. Half their difference, $0.0013$, is odd and of the size of $g^3\approx0.0009$. The ratio $e^-/e^+$ is $1.2328$ from the formula and $1.2334$ from the series, a relative difference of $0.0005$, below $g^3\approx0.0009$. At $150^\circ$ it is $1.1123$ against $1.1159$, a relative difference of $0.0032$ or nearly $4g^3$: part (g) fixes the order of this error, not its coefficient, which depends on the angle.

As a model of screening take the inverse Thomas-Fermi radius, $\lambda=\alpha Z^{1/3}/(9\pi^2/128)^{1/3}=0.01938$. Gauss-Legendre quadrature of (\ref{I}) in the variable $\ln x$ gives $I=0.00159+2.43360\,i$ at $90^\circ$, and $\mathrm{Re}(I-J)=-0.29482$, which is the combination (\ref{IJexact}). In (\ref{Delta}), $g(q^2+\lambda^2)/\pi^2=0.1489$ and $E\beta^2c^2=1.3094$, so
\begin{equation}
\Delta=0.1489\,[\,2(2.95695)(0.00159)(0.55718)+1.3094(0.29482)\,]=0.0583,
\end{equation}
or $0.05825$ unrounded, against the limit $0.05809$. The phase $\eta\ln(q^2/\lambda^2)$ is $1.07$ rad. The imaginary term in (\ref{phase}) is thus as large as $F_1$ itself, while this screening moves $\Delta$ by $0.3\%$ of its value at $90^\circ$. The shift depends on angle and on the model: the same Yukawa form gives $1.7\%$ at $150^\circ$, and the three-exponential Moli\`ere fit to the Thomas-Fermi function gives $0.4\%$ and a phase of $1.10$ rad at $90^\circ$.

For $Z=79$, $g=0.5765$ is not small. At $90^\circ$ the formula gives $0.910$ for electrons and $0.204$ for positrons, while the Mott series gives $1.853$ and $0.434$: the formula is low by about a factor of two for both charges.

Numerical values quoted here were computed with a short program.
